# Full-potential scattering from one cell: shape functions, coupled radial equations and t-matrix

## What symmetry and dimensions allow

A potential $v(\mathbf r)$ of finite range turns an incoming partial wave $L'=(l',m')$ into outgoing partial waves $L$. The amplitudes form a matrix, defined by
$$t_{LL'}=\int J_L(\mathbf r)\,v(\mathbf r)\,R_{L'}(\mathbf r)\,d^3r ,\qquad J_L=j_l(\kappa r)Y_L(\hat{\mathbf r}),$$
where $R_{L'}$ is the full wave produced by the incoming $J_{L'}$. The $Y_L$ are real spherical harmonics. Hartree atomic units are used, with $E=\kappa^2/2>0$.

The waves are dimensionless, so $t$ is an energy times a volume. With $\hbar=m=1$ an energy is an inverse length squared, hence $t$ is a length and $\kappa t$ is a pure number.

If $v$ is spherical, $t$ commutes with all three components of angular momentum. It then cannot change $l$ or $m$, and the raising and lowering operators make it independent of $m$: $t_{LL'}=t_l\,\delta_{LL'}$. A potential cut off at the faces of a cell has less symmetry, and a matrix remains.

The example is a cube centred at the origin, with half-side $b$ and $V=-U+Fz$ inside. A quarter turn about $z$ conserves $m$ modulo 4, and the reflection $y\to-y$ separates cosines from sines. The waves $s$ and $p_z$ therefore couple only to harmonics with $\cos m\varphi$, $m=0,4,8,\dots$

## Simple case: a spherical scatterer

For $\psi=\phi(r)Y_L$, multiply the Schrödinger equation by $-2$. With primes on functions meaning $d/dr$,
$$\phi''+\frac2r\phi'+\Big[\kappa^2-\frac{l(l+1)}{r^2}\Big]\phi=2v\phi .\tag{1}$$
Beyond the range of $v$ the solution is $\phi=j_lC-n_lS$. At large $x=\kappa r$,
$$j_l\simeq\frac{\sin(x-l\pi/2)}{x},\qquad n_l\simeq-\frac{\cos(x-l\pi/2)}{x},$$
so $\phi\propto\sin(x-l\pi/2+\delta_l)/x$ with $\tan\delta_l=S/C$.

Two facts about these functions are needed later. By (1) with $v=0$, $r^2(j_ln_l'-j_l'n_l)$ is constant, and the asymptotic forms give its value:
$$j_ln_l'-j_l'n_l=\frac{1}{\kappa r^2}.\tag{2}$$
Also, $h_l=j_l+in_l\simeq-ie^{i(x-l\pi/2)}/x$ is outgoing.

## Cutting the potential at the cell boundary

Let $\Theta(\mathbf r)$ be 1 inside the cell and 0 outside, and let $v=V\Theta$. On each sphere expand
$$V=\sum_LV_L(r)Y_L,\qquad \Theta=\sum_L\Theta_L(r)Y_L,\qquad \Theta_L(r)=\int Y_L\Theta\,d\Omega .$$
The $\Theta_L$ are the shape functions. Define the Gaunt coefficients $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega$. Projecting the product $V\Theta$ on $Y_L$ gives
$$v_L(r)=\sum_{L'L''}C_{LL'L''}\,V_{L'}(r)\,\Theta_{L''}(r).\tag{3}$$
The radial equations will need $v$ between two harmonics:
$$v_{LL'}(r)=\int Y_L\,v\,Y_{L'}\,d\Omega=\sum_{L''}C_{LL'L''}\,v_{L''}(r).\tag{4}$$

**How many shape functions are needed.** The product $r^{l+l'}Y_LY_{L'}$ is a polynomial of degree $l+l'$, so on the sphere it contains no harmonic above $l+l'$. Since $C$ is symmetric in its indices, it vanishes unless $|l-l'|\le l''\le l+l'$. For channels up to $l_{\max}$, (4) needs $v_{L''}$ up to $2l_{\max}$. If $V$ stops at $l_V$, (3) then needs $\Theta_L$ up to $2l_{\max}+l_V$. With this range the retained $v_{LL'}$ contain no truncation error, although the series of the discontinuous $\Theta$ does not end.

**Limit: the inscribed sphere.** Here $\Theta=1$ and $\Theta_L=\sqrt{4\pi}\,\delta_{L,00}$. Since $Y_{00}=1/\sqrt{4\pi}$, $C_{LL',00}=\delta_{LL'}/\sqrt{4\pi}$, and (3) returns $v_L=V_L$.

**The cube between faces and edges.** For $b<r<\sqrt2\,b$ the faces remove six disjoint caps from the sphere. Let $\mathbf a$ be the axis of a cap, bounded by $\cos\gamma=c=b/r$. Averaging $Y_L$ over azimuth about $\mathbf a$ leaves an axially symmetric harmonic of degree $l$ with the value $Y_L(\mathbf a)$ on the axis, which is $Y_L(\mathbf a)P_l(\cos\gamma)$. The identity $(2l+1)P_l=P_{l+1}'-P_{l-1}'$, with $P_l(1)=1$, integrates this over the cap. For $l\ge1$,
$$\Theta_L=-\frac{2\pi}{2l+1}\big[P_{l-1}(c)-P_{l+1}(c)\big]\sum_{\mathbf a}Y_L(\mathbf a),\tag{5}$$
while $\Theta_{00}=\sqrt{4\pi}\,[1-3(1-c)]$.

Take $b=2$ bohr and $r=2.5$ bohr, so $c=0.8$. Then $\Theta_{00}=0.4\sqrt{4\pi}=1.4180$. For $(l,m)=(4,0)$, $P_3(c)=0.0800$ and $P_5(c)=-0.3995$. The axes contribute $\sqrt{9/4\pi}\,(2+4\cdot\tfrac38)=2.962$, so
$$\Theta_{40}=-\frac{2\pi}{9}(0.4795)(2.962)=-0.9916 .$$
For $(2,0)$ the axes contribute $2-4\cdot\tfrac12=0$, and $\Theta_{20}=0$. Odd $l$ vanish by inversion.

Now put in $U=0.5$ hartree and $F=0.1$ hartree/bohr, both chosen as round model values. The components of $V$ are $V_{00}=-\sqrt{4\pi}\,U$ and $V_{10}=\sqrt{4\pi/3}\,Fr$. At this radius
$$v_{s,s}=-U\frac{\Theta_{00}}{\sqrt{4\pi}}=-0.2000,\qquad v_{s,p_z}=\frac{Fr}{\sqrt3}\frac{\Theta_{00}}{\sqrt{4\pi}}=0.0577,$$
$$v_{s,(4,0)}=-U\frac{\Theta_{40}}{\sqrt{4\pi}}=0.1399\ \text{hartree}.$$
The potential inside the cell has no $l=4$ part. The faces create this coupling, and at 2.5 bohr it is larger than the one due to the slope.

## The coupled radial equations

A single $l$ no longer solves the problem. Write
$$\psi_{L'}(\mathbf r)=\sum_L\phi_{LL'}(r)Y_L(\hat{\mathbf r}),$$
where $L'$ labels independent regular solutions and $L$ their angular components. The Laplacian acts on each term as in (1). Projection on $Y_L$ turns $v\psi_{L'}$ into $\sum_{L''}v_{LL''}\phi_{L''L'}$, so
$$\phi_{LL'}''+\frac2r\phi_{LL'}'+\Big[\kappa^2-\frac{l(l+1)}{r^2}\Big]\phi_{LL'}=2\sum_{L''}v_{LL''}\phi_{L''L'} .\tag{6}$$
If only $v_{00}$ is present, $v_{LL'}$ is diagonal and (6) falls apart into copies of (1).

From here on $\phi$ and $v$ are matrices, and $j$ and $n$ are diagonal matrices of Bessel and Neumann functions. Let $w=v\phi$. Generalize the exterior form by letting its coefficients vary:
$$\phi=jC(r)-nS(r),\qquad jC'-nS'=0 .$$
The second condition is free to choose, because two functions replace one. It gives $\phi'=j'C-n'S$. Differentiate again and insert in (6). The terms in which $C$ and $S$ are not differentiated cancel, since $j$ and $n$ solve the free equation, and
$$j'C'-n'S'=2w .$$
Multiply by $j$ and replace $jC'$ by $nS'$: $(j'n-jn')S'=2jw$. Multiply instead by $n$ and replace $nS'$ by $jC'$: $(j'n-jn')C'=2nw$. By (2) the bracket is $-1/(\kappa r^2)$, so
$$S'=-2\kappa r^2\,j\,v\phi,\qquad C'=-2\kappa r^2\,n\,v\phi .\tag{7}$$
The starting values are $C(0)=1$ and $S(0)=0$. In one channel a weak attractive $v$ makes $S$ positive, hence $\delta_l>0$, as it should.

**Limit: the origin.** Since $n_l\sim r^{-l-1}$ diverges, the integral for $C$ needs attention. Assume $V_L\sim r^l$ near the origin, as for a smooth potential. The Gaunt rule then gives $v_{LL''}=O(r^{|l-l''|})$. Solve (7) by iteration from $\phi=j$, and suppose $\phi_{L''L'}=O(r^{l'+|l''-l'|})$, which holds at the start. By the triangle inequality $w_{LL'}=O(r^{l'+|l-l'|})$, so
$$C'_{LL'}=O\big(r^{\,1+|l-l'|-(l-l')}\big),\qquad S'_{LL'}=O\big(r^{\,2+l+l'+|l-l'|}\big).$$
The first exponent is at least 1, so both integrals converge. The resulting change of $\phi_{LL'}$ is $O(r^{l'+|l-l'|+2})$, which preserves the supposition. An additional Coulomb monopole $-Z/r$ costs one power, and the integrals still converge.

## From the radial solutions to $t_{LL'}$

The wave $R_{L'}$ obeys the Lippmann–Schwinger equation
$$R_{L'}(\mathbf r)=J_{L'}(\mathbf r)+\int G_0(\mathbf r,\mathbf r')v(\mathbf r')R_{L'}(\mathbf r')\,d^3r',\qquad \big(E+\tfrac12\nabla^2\big)G_0=\delta(\mathbf r-\mathbf r').$$
Expand $G_0=\sum_Lg_l(r,r')Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')$. Regularity at the origin and outgoing behaviour require $g_l=A\,j_l(\kappa r_<)h_l(\kappa r_>)$, where $r_<$ and $r_>$ are the smaller and larger radius. The radial delta function is $\delta(r-r')/r^2$, so $g_l'$ must jump by $2/r^2$. The jump is $A(j_lh_l'-j_l'h_l)=iA/(\kappa r^2)$ by (2), and $A=-2i\kappa$.

Let $R_c$ be the radius of the circumscribed sphere. For $r>R_c$ every source point has $r'<r$, and the integral becomes the definition of $t$:
$$R_{LL'}(r)=j_l\,\delta_{LL'}-2i\kappa\,h_l\,t_{LL'} .\tag{8}$$
This step fails for every $r<R_c$, including points outside the cell but inside the circumscribed sphere, because part of the potential then lies farther out than $r$. There the wave must be taken from (6).

$R$ is regular, so it is a combination of the columns of $\phi$: $R=\phi A$, with $A$ now a constant matrix. Take $C$ and $S$ at $R_c$ and insert $h=j+in$ in (8):
$$jCA-nSA=j(1-2i\kappa t)+2\kappa\,n\,t .$$
Since $j_l$ and $n_l$ are independent, $CA=1-2i\kappa t$ and $SA=-2\kappa t$. Eliminating $t$ gives $(C-iS)A=1$, and
$$\boxed{\,t=-\frac{1}{2\kappa}\,S\,(C-iS)^{-1}\,}\tag{9}$$

The inverse exists for real $v$. If $(C-iS)a=0$, then outside $\phi a=i\,h\,Sa$ is purely outgoing. A real potential has no source of flux, so $Sa=0$, hence $Ca=0$. The solution $\phi a$ then vanishes outside and, by (6), everywhere, which contradicts the independence of the columns.

**Limit: one channel.** With $S/C=\tan\delta_l$, (9) becomes $t_l=-e^{i\delta_l}\sin\delta_l/(2\kappa)$.

**Limit: weak potential.** To first order $C-iS\to1$ in (9), and (7) with $\phi=j$ gives the Born value
$$t^{B}_{LL'}=\int_0^{R_c}r^2j_l\,v_{LL'}\,j_{l'}\,dr=\int J_L\,v\,J_{L'}\,d^3r .$$

## Reciprocity and flux

For real $v$ the matrix $v_{LL'}$ is real and symmetric, and so $r^2(\phi^T\phi'-\phi'^T\phi)$ is constant by (6). Inserting $\phi=jC-nS$ and using (2), it equals $(S^TC-C^TS)/\kappa$. This is zero at the origin, hence $S^TC=C^TS$ at every radius.

Let $M=C-iS$ and $T=SM^{-1}=-2\kappa t$. Then $M^TS=C^TS-iS^TS=S^TM$, so $T=T^T$. Since $C$ and $S$ are real, $M^\dagger=C^T+iS^T$, and
$$T-T^\dagger=(M^{\dagger})^{-1}\big[M^\dagger S-S^TM\big]M^{-1}=(M^{\dagger})^{-1}\,2iS^TS\,M^{-1}=2iT^\dagger T .$$
In terms of $t$,
$$t=t^T,\qquad t-t^\dagger=-4i\kappa\,t^\dagger t .\tag{10}$$
The diagonal of the second relation is
$$-\mathrm{Im}\,t_{LL}=2\kappa\sum_{L''}|t_{L''L}|^2 .\tag{11}$$
Keeping one term on the right and using $-\mathrm{Im}\,t_{LL}\le|t_{LL}|$ gives $|t_{LL}|\le1/(2\kappa)$.

The proof used only the symmetry of the real matrix $v_{LL'}$, so (10) also holds when the channels are cut at a small $l_{\max}$. Its fulfilment therefore says nothing about convergence in $l_{\max}$. An absorbing, complex $V$ would break the flux relation.

## The cube in numbers

Take $E=0.32$ hartree, so $\kappa=0.8$ bohr$^{-1}$. The cube has side 4 bohr and $R_c=\sqrt3\,b=3.464$ bohr. At $l_{\max}=12$ the symmetry block of $s$ and $p_z$ has 28 channels: 13, 9, 5 and 1 for $m=0,4,8,12$.

Beyond $r=\sqrt2\,b$ the caps overlap and (5) no longer applies. One method was therefore used for all $r>b$: the angular integral for $\Theta_L$ was done analytically in azimuth and by Gauss–Legendre quadrature in the polar angle. At $r=2.5$ bohr it reproduces (5). Equations (7) were integrated by the fourth-order Runge–Kutta method from $10^{-4}$ bohr, omitting the potential inside that radius.

**Stopping the shape functions too early.** The Born element between $(2,0)$ and itself is $-0.03196$ hartree bohr³. If $\Theta_L$ is cut at $l=2$, the same integral gives $-0.05496$, which is 72% too large in magnitude. The missing piece is the $\Theta_{40}$ term, which the Gaunt rule admits because $2+2=4$.

**Convergence in channels.** In hartree bohr³:

| $l_{\max}$ | $t_{s,s}$ |
|---|---|
| 0 | $-0.2192-0.5352i$ |
| 1 | $-0.2116-0.5302i$ |
| 4 | $-0.2118-0.5303i$ |
| 12 | $-0.2118-0.5305i$ |

The main correction comes from admitting $p_z$. The higher channels change $t_{s,s}$ by about $3\times10^{-4}$, although their coupling potentials are not small.

**The matrix.** The last column below solves the Lippmann–Schwinger equation directly in three dimensions. It uses midpoint grids of $16^3$ and $32^3$ points in the cube, Fourier convolution with $G_0$, an iterative linear solver, and extrapolation in the square of the spacing. The potential and the scattered wave are not expanded in harmonics there.

| element | coupled channels | Cartesian grid |
|---|---|---|
| $s,s$ | $-0.2118-0.5305i$ | $-0.2118-0.5305i$ |
| $p_z,s$ | $-0.0491+0.0533i$ | $-0.0491+0.0533i$ |
| $p_z,p_z$ | $-0.2317-0.5041i$ | $-0.2316-0.5042i$ |
| $(4,0),s$ | $-0.0005-0.0006i$ | $-0.0005-0.0006i$ |

The largest difference in the $s$ and $p_z$ columns is $2\times10^{-4}$ hartree bohr³, about 0.04% of $|t_{s,s}|$. The grid extrapolation itself moved $t$ by up to $3\times10^{-4}$. The grid error left after it and the error from channels above $l=12$ were not measured separately, so the difference is not assigned to either method. In other units $t_{s,s}=-0.854-2.139i$ eV Å³.

Relation (11) can be followed by hand for the $s$ column. The squared moduli are $0.3263$ for $s$ and $0.0053$ for $p_z$, with about $2\times10^{-5}$ from $(2,0)$. Their sum times $2\kappa=1.6$ is $0.5306$, which agrees with $-\mathrm{Im}\,t_{s,s}=0.5305$ to the rounding of the terms.

**Where the weak limit fails.** The Born value of $t_{s,s}$ is $-1.103$ hartree bohr³. Like every Born value for a real potential it is real, so it misses (11) at second order in $v$; that alone is harmless when $v$ is weak. Here, however, its modulus exceeds the bound $1/(2\kappa)=0.625$ that any exact diagonal element obeys. This cube is far from a weak scatterer at this energy.

**Where the matrix loses elements.** Reflection $z\to-z$ is equivalent to $F\to-F$, and it changes the sign of $p_z$ but not of $s$. Hence $t_{p_z,s}$ is odd in $F$ and vanishes for the flat-bottomed cube, while $t_{s,s}$ is even. The element $t_{(4,0),s}$ is not required to vanish at $F=0$, since the cube itself couples $l=0$ to $l=4$.

Numerical values quoted here were computed with a short program.
